# How a fixed readout delay inflates the bias temperature instability exponent: test program

```python
"""Delayed readout and the fitted stress exponent in bias temperature instability.

Result under test: for traps uniform in ln(tau), tau = emission time, with
capture time tau/kappa, the shift after stress ts and delay td is
    dV = g ln(1 + kappa ts/td),
and its log-log slope against ts rises with the fixed delay td.
g: shift per unit ln(tau) in mV; tau_min, tau_max: band limits; times in s.
The sign of the effect depends on how capture and emission times are paired.
"""
import numpy as np
from scipy.integrate import quad, trapezoid

g = 2.0
kappa = 1.0
tau_min, tau_max = 1e-9, 1e9
log_tau = np.linspace(np.log(tau_min), np.log(tau_max), 20001)
tau = np.exp(log_tau)
band = np.log(tau_max / tau_min)
stress = np.logspace(0, 4, 9)
delays = [0.0, 1e-6, 1e-3, 1.0]


def shift(ts, td, tau_capture, density=1.0):
    """Shift in mV by direct integration of first-order kinetics."""
    filled = -np.expm1(-ts / tau_capture)
    return g * trapezoid(density * filled * np.exp(-td / tau), log_tau)


def local_exponent(ts, td, tau_capture, density=1.0):
    h = 1e-3
    up = shift(ts * np.exp(h), td, tau_capture, density)
    down = shift(ts * np.exp(-h), td, tau_capture, density)
    return np.log(up / down) / (2 * h)


def growth(ts, td, tau_capture):
    """d(shift)/d ln(ts) by central difference, in mV."""
    h = 1e-3
    return (shift(ts * np.exp(h), td, tau_capture)
            - shift(ts * np.exp(-h), td, tau_capture)) / (2 * h)


def power_fit(values):
    """Least-squares exponent and largest relative misfit."""
    x, y = np.log(stress), np.log(values)
    slope, offset = np.polyfit(x, y, 1)
    misfit = np.max(np.abs(np.exp(offset + slope * x) / values - 1))
    return slope, misfit


def exponent_formula(ts, td):
    x = kappa * ts / td
    return x / ((1 + x) * np.log1p(x))


correlated = tau / kappa
reversed_order = tau_min * tau_max / (kappa * tau)

# Closed shifts against integration; allowance is the finite upper band limit.
for k in (0.1, 1.0, 10.0):
    for ts in (1.0, 1e2, 1e4):
        allowance = g * (1.01 * k * ts / tau_max + 1e-8)
        closed_zero = g * (np.log(k * ts / tau_min) + np.euler_gamma)
        assert abs(shift(ts, 0.0, tau / k) - closed_zero) < allowance
        for td in delays[1:]:
            closed = g * np.log1p(k * ts / td)
            assert abs(shift(ts, td, tau / k) - closed) < allowance
            lost = shift(ts, 0.0, tau / k) - shift(ts, td, tau / k)
            lost_formula = g * (np.log(td / tau_min) + np.euler_gamma
                                - np.log1p(td / (k * ts)))
            assert abs(lost - lost_formula) < 2 * allowance

# Local exponents and growth rates against finite differences.
for ts in (1.0, 1e2, 1e4):
    n_zero = 1 / (np.log(kappa * ts / tau_min) + np.euler_gamma)
    assert abs(local_exponent(ts, 0.0, correlated) / n_zero - 1) < 2e-4
    for td in delays[1:]:
        n_closed = exponent_formula(ts, td)
        assert abs(local_exponent(ts, td, correlated) / n_closed - 1) < 2e-4
        x = kappa * ts / td
        assert abs(growth(ts, td, correlated) / (g * x / (1 + x)) - 1) < 2e-4

# Survivor average and covariance law, for a uniform and an uneven density.
uneven = 1 + 3 * np.exp(-(log_tau - 2.0) ** 2 / 4)
for density in (np.ones_like(tau), uneven):
    ts, td = 100.0, 1e-3
    y = kappa * ts / tau
    single = y * np.exp(-y) / (-np.expm1(-y))
    weight = density * (-np.expm1(-y)) * np.exp(-td / tau)
    weight = weight / trapezoid(weight, log_tau)
    mean_single = trapezoid(weight * single, log_tau)
    mean_rate = trapezoid(weight / tau, log_tau)
    covariance = trapezoid(weight * single / tau, log_tau) - mean_single * mean_rate
    assert abs(mean_single / local_exponent(ts, td, correlated, density) - 1) < 1e-5
    d = 1e-3 * td
    derivative = (local_exponent(ts, td + d, correlated, density)
                  - local_exponent(ts, td - d, correlated, density)) / (2 * d)
    assert derivative > 0 and abs(-covariance / derivative - 1) < 1e-3
    series = [local_exponent(ts, t, correlated, density)
              for t in np.r_[0.0, np.logspace(-6, 2, 9)]]
    assert np.all(np.diff(series) > 0)

# A fitted slope is a positive average of local exponents.
x = np.log(stress)
centred = x - x.mean()
interval_weight = np.array([centred[i + 1:].sum() for i in range(len(x) - 1)])
interval_weight /= np.sum(centred ** 2)
assert np.all(interval_weight > 0)
assert abs(np.sum(interval_weight * np.diff(x)) - 1) < 1e-12
for td in delays[1:]:
    average = sum(w * quad(lambda u: exponent_formula(np.exp(u), td), a, b)[0]
                  for w, a, b in zip(interval_weight, x[:-1], x[1:]))
    fitted = power_fit(np.array([shift(t, td, correlated) for t in stress]))[0]
    assert abs(average - fitted) < 1e-5

print(f"g = {g:.1f} mV per unit ln(tau) = {g*np.log(10):.3f} mV/decade")
print(f"kappa = {kappa:.1f}; band {tau_min:.0e} s to {tau_max:.0e} s")
print(f"stress {stress[0]:.0f} s to {stress[-1]:.0f} s, {len(stress)} points")
fits = []
for td in delays:
    values = np.array([shift(t, td, correlated) for t in stress])
    n_fit, misfit = power_fit(values)
    fits.append(n_fit)
    print(f"delay {td:.0e} s:")
    print(f"  shift at 1, 100, 10000 s: {values[0]:.3f}, "
          f"{values[4]:.3f}, {values[8]:.3f} mV")
    rates = [growth(t, td, correlated) * np.log(10) for t in (1.0, 100.0)]
    print(f"  growth at 1, 100 s: {rates[0]:.3f}, {rates[1]:.3f} mV/decade")
    print(f"  local exponent at 100 s: {local_exponent(100.0, td, correlated):.4f}")
    print(f"  fitted exponent: {n_fit:.4f}; largest misfit {100*misfit:.1f} %")
assert np.all(np.diff(fits) > 0)
print(f"fitted exponent ratio, 1 s delay to none: {fits[-1]/fits[0]:.2f}")
for ts in (1.0, 1e4):
    before, after = shift(ts, 0.0, correlated), shift(ts, 1e-3, correlated)
    print(f"lost in 1 ms after {ts:.0f} s stress: {before-after:.3f} mV, "
          f"{100*(before-after)/before:.1f} % of shift")

# Random single-trap events: three pairings of the same capture-time band.
rng = np.random.default_rng(12345)
count = 2_000_000
emission_tau = np.exp(rng.uniform(np.log(tau_min), np.log(tau_max), count))
independent_tau = np.exp(rng.uniform(np.log(tau_min), np.log(tau_max), count))
survives = rng.exponential(size=count) * emission_tau > 1.0
unit_capture = rng.exponential(size=count)
pairings = {
    "correlated": emission_tau / kappa,
    "independent": independent_tau / kappa,
    "reversed": tau_min * tau_max / (kappa * emission_tau),
}
reversed_fit = power_fit(np.array([shift(t, 1.0, reversed_order) for t in stress]))[0]
expected = {"correlated": fits[-1], "independent": fits[0], "reversed": reversed_fit}
tolerance = {"correlated": 4e-3, "independent": 1e-3, "reversed": 1e-3}
print(f"random-event test: {count} traps, delay 1 s")
for name, capture_tau in pairings.items():
    capture_time = unit_capture * capture_tau
    sampled = np.array([g * band * np.mean(survives & (capture_time < t))
                        for t in stress])
    sampled_fit = power_fit(sampled)[0]
    # Tolerances cover several standard deviations of the counting noise.
    assert abs(sampled_fit - expected[name]) < tolerance[name]
    if name == "correlated":
        assert abs(sampled[-1] - shift(stress[-1], 1.0, correlated)) < 0.06 * g
    print(f"  {name}: sampled exponent {sampled_fit:.4f}, "
          f"integral {expected[name]:.4f}")
assert reversed_fit < fits[0]

# A delay proportional to stress time removes the apparent growth.
scaled = np.array([shift(t, 0.1 * t, correlated) for t in stress])
scaled_fit = power_fit(scaled)[0]
assert abs(scaled_fit) < 1e-5
print(f"delay = 0.1 stress time: shift {scaled[0]:.3f} mV at 1 s, "
      f"{scaled[-1]:.3f} mV at 10000 s")
print(f"  fitted exponent magnitude {abs(scaled_fit):.1e}")
print("checks complete")
```

Printed output:

```
g = 2.0 mV per unit ln(tau) = 4.605 mV/decade
kappa = 1.0; band 1e-09 s to 1e+09 s
stress 1 s to 10000 s, 9 points
delay 0e+00 s:
  shift at 1, 100, 10000 s: 42.601, 51.811, 61.022 mV
  growth at 1, 100 s: 4.605, 4.605 mV/decade
  local exponent at 100 s: 0.0386
  fitted exponent: 0.0389; largest misfit 1.0 %
delay 1e-06 s:
  shift at 1, 100, 10000 s: 27.631, 36.841, 46.052 mV
  growth at 1, 100 s: 4.605, 4.605 mV/decade
  local exponent at 100 s: 0.0543
  fitted exponent: 0.0551; largest misfit 2.1 %
delay 1e-03 s:
  shift at 1, 100, 10000 s: 13.818, 23.026, 32.236 mV
  growth at 1, 100 s: 4.601, 4.605 mV/decade
  local exponent at 100 s: 0.0869
  fitted exponent: 0.0906; largest misfit 6.0 %
delay 1e+00 s:
  shift at 1, 100, 10000 s: 1.386, 9.230, 18.421 mV
  growth at 1, 100 s: 2.303, 4.560 mV/decade
  local exponent at 100 s: 0.2145
  fitted exponent: 0.2629; largest misfit 56.5 %
fitted exponent ratio, 1 s delay to none: 6.76
lost in 1 ms after 1 s stress: 28.783 mV, 67.6 % of shift
lost in 1 ms after 10000 s stress: 28.785 mV, 47.2 % of shift
random-event test: 2000000 traps, delay 1 s
  correlated: sampled exponent 0.2627, integral 0.2629
  independent: sampled exponent 0.0388, integral 0.0389
  reversed: sampled exponent 0.0007, integral 0.0007
delay = 0.1 stress time: shift 4.796 mV at 1 s, 4.796 mV at 10000 s
  fitted exponent magnitude 3.1e-07
checks complete
```
